# Exact Hubbard-dimer density functional by constrained search and Legendre transform: test program

```python
"""Exact density functional F(m) of the two-electron Hubbard dimer.

Result under test: the constrained search over states with imbalance m
equals the Legendre transform max_v [E(v) - v*m] of the ground energy.
t: hopping, U: on-site repulsion, site potentials +v/2 and -v/2,
m = (n1-n2)/2, d: probability that one site is doubly occupied.
E(v) is the lowest root of the cubic singlet characteristic equation.
"""
import numpy as np
from scipy.optimize import brentq, minimize


def search_energy(d, m, U, t):
    R = np.sqrt(np.maximum((d - m) * (d + m), 0.0))
    return U * d - 2 * np.sqrt(2) * t * np.sqrt((1 - d) * (d + R))


def search_slope(d, m, U, t):
    R = np.sqrt((d - m) * (d + m))
    return U - np.sqrt(2) * t * np.sqrt((d + R) / (1 - d)) * (1 - d - R) / R


def levy(m, U, t):
    """Return F, minimizing d and the potential -dF/dm, for |m| < 1."""
    low, high = abs(m) + 1e-12, (1 + m * m) / 2
    if search_slope(high, m, U, t) <= 1e-13:
        d = high
    else:
        d = brentq(search_slope, low, high, args=(m, U, t), xtol=1e-15)
    R = np.sqrt((d - m) * (d + m))
    v = -np.sqrt(2) * t * m * np.sqrt((1 - d) / (d + R)) / R
    return search_energy(d, m, U, t), d, v


def cubic_roots(v, U, t):
    """Three singlet energies; the entry with index 1 is the lowest."""
    s = np.sqrt(U**2 + 3 * v**2 + 12 * t**2)
    w = np.clip(U * (9 * v**2 - U**2 - 18 * t**2) / s**3, -1, 1)
    angles = (np.arccos(w) + 2 * np.pi * np.arange(3)) / 3
    return 2 / 3 * (U + s * np.cos(angles))


def ground_energy(v, U, t):
    return cubic_roots(v, U, t)[1]


def imbalance(v, U, t):
    E = ground_energy(v, U, t)
    return 2 * v * E / (3 * E**2 - 4 * U * E + U**2 - v**2 - 4 * t**2)


def legendre(m, U, t):
    """Return F and the maximizing potential, for |m| < 1."""
    B = 1.0
    while not imbalance(B, U, t) < m < imbalance(-B, U, t):
        B *= 2
    v = brentq(lambda x: imbalance(x, U, t) - m, -B, B, xtol=1e-13)
    return ground_energy(v, U, t) - v * m, v


# Fermion operators, mode order: site 1 up, site 1 down, site 2 up, site 2 down
def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        if k < mode:
            factor = np.diag([1.0, -1.0])
        elif k == mode:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        result = np.kron(result, factor)
    return result


c = [annihilator(k) for k in range(4)]
n = [x.T @ x for x in c]
pair = np.where(np.isclose(np.diag(sum(n)), 2))[0]
sector = np.ix_(pair, pair)
hop = -(c[0].T @ c[2] + c[2].T @ c[0] + c[1].T @ c[3] + c[3].T @ c[1])[sector]
double = (n[0] @ n[1] + n[2] @ n[3])[sector]
imb = ((n[0] + n[1] - n[2] - n[3]) / 2)[sector]
assert len(pair) == 6

# Cubic and its slope against full diagonalization
for U, t in [(0.0, 1.0), (1.0, 0.7), (5.0, 1.0), (10.0, 1.3)]:
    for v in [-12.0, -4.0, -0.3, 0.0, 2.0, 9.0]:
        energies, states = np.linalg.eigh(t * hop + U * double + v * imb)
        expected = np.sort(np.append(cubic_roots(v, U, t), [0, 0, 0]))
        assert np.allclose(energies, expected, atol=1e-11)
        assert abs(energies[0] - ground_energy(v, U, t)) < 1e-11
        assert energies[0] < -1e-3 and energies[1] - energies[0] > 1e-3
        g = states[:, 0]
        assert abs(g @ imb @ g - imbalance(v, U, t)) < 1e-11
    m_values = [imbalance(v, U, t) for v in np.linspace(-30, 30, 301)]
    assert np.all(np.diff(m_values) < 0)

# One-parameter search against a search over all complex six-state vectors
rng = np.random.default_rng(4)
M = np.kron(np.eye(2), imb)
full_search = {}
for U, t, m in [(5.0, 1.0, 0.4), (1.0, 0.7, -0.7), (10.0, 1.0, 0.1)]:
    H = np.kron(np.eye(2), t * hop + U * double)
    rules = [
        {"type": "eq", "fun": lambda x: x @ x - 1, "jac": lambda x: 2 * x},
        {"type": "eq", "fun": lambda x, m=m: x @ M @ x - m,
         "jac": lambda x: 2 * M @ x}]
    found = []
    for _ in range(10):
        x0 = rng.normal(size=12)
        r = minimize(lambda x: x @ H @ x, x0 / np.linalg.norm(x0),
                     jac=lambda x: 2 * H @ x, constraints=rules,
                     method="SLSQP", options={"ftol": 1e-12, "maxiter": 500})
        x = r.x
        if max(abs(x @ x - 1), abs(x @ M @ x - m)) < 1e-8:
            found.append(x @ H @ x)
    full_search[U, t, m] = min(found)
    # tolerance: stopping accuracy of the iterative constrained minimizer
    assert abs(min(found) - levy(m, U, t)[0]) < 1e-6

# Agreement, potentials, double occupancy, convexity in d, weak duality
worst = 0.0
for U, t in [(0.0, 1.0), (0.5, 1.0), (2.0, 0.7), (5.0, 1.0), (10.0, 1.0)]:
    for m in [-0.95, -0.6, -0.1, 0.0, 0.05, 0.4, 0.8, 0.99]:
        F1, d1, v1 = levy(m, U, t)
        F2, v2 = legendre(m, U, t)
        worst = max(worst, abs(F1 - F2))
        assert abs(F1 - F2) < 1e-10
        assert abs(v1 - v2) < 1e-7 * (1 + abs(v2))
        g = np.linalg.eigh(t * hop + U * double + v2 * imb)[1][:, 0]
        assert abs(g @ double @ g - d1) < 1e-8
        grid = np.linspace(abs(m), 1, 201)
        values = search_energy(grid, m, U, t)
        assert np.all(np.diff(values, 2) > 0)
        assert F1 <= values.min() + 1e-12
        lower = [ground_energy(v, U, t) - v * m for v in np.linspace(-20, 20, 81)]
        assert max(lower) <= F2 + 1e-11

# Closed limits and the endpoint m = 1
for m in [0.0, 0.3, 0.9]:
    assert abs(legendre(m, 0.0, 1.0)[0] + 2 * np.sqrt(1 - m * m)) < 1e-11
for U in [1.0, 5.0, 10.0]:
    assert abs(levy(0.0, U, 1.0)[0] - (U - np.sqrt(U**2 + 16)) / 2) < 1e-11
    far = -1000.0
    deficit = U - (ground_energy(far, U, 1.0) - far)
    assert abs(deficit * (abs(far) - U) / 2 - 1) < 1e-4

# Worked example
t, U, m = 1.0, 5.0, 0.4
F1, d, v1 = levy(m, U, t)
F2, v2 = legendre(m, U, t)
print(f"Inputs: t = {t:.1f}, U = {U:.1f} t, m = {m:.1f}")
print(f"Occupations: n1 = {1+m:.1f}, n2 = {1-m:.1f}")
print("Upper bounds from trial d:")
for trial in [0.40, 0.42, 0.45, 0.50, 0.58]:
    print(f"  d = {trial:.2f}: {search_energy(trial, m, U, t):.6f} t")
print("Lower bounds from trial v:")
for trial in [-3.0, -4.0, -4.5, -5.0, -6.0]:
    print(f"  v = {trial:.1f} t: {ground_energy(trial, U, t)-trial*m:.6f} t")
print(f"Search bracket for d: {abs(m):.2f} to {(1+m*m)/2:.2f}")
print(f"Minimizing d = {d:.8f}")
print(f"F by constrained search = {F1:.10f} t")
print(f"F by Legendre transform = {F2:.10f} t")
print(f"F by full six-state search = {full_search[U, t, m]:.6f} t")
print(f"v from search = {v1:.8f} t")
print(f"v from Legendre = {v2:.8f} t")
a, b = np.sqrt((d + m) / 2), np.sqrt((d - m) / 2)
print(f"Amplitudes a, b, c = {a:.6f}, {b:.6f}, {np.sqrt(1-d):.6f}")
print(f"Repulsion energy U d = {U*d:.6f} t")
print(f"Hopping energy = {F1-U*d:.6f} t")
s = np.sqrt(U**2 + 3 * v2**2 + 12 * t**2)
w = U * (9 * v2**2 - U**2 - 18 * t**2) / s**3
print(f"Cubic: s = {s:.6f} t, w = {w:.6f}")
print(f"Angle of lowest root = {(np.arccos(w)+2*np.pi)/3:.6f} rad")
for k, root in enumerate(cubic_roots(v2, U, t)):
    print(f"Root k={k}: E = {root:.6f} t, E - v m = {root-v2*m:.6f} t")
print("Table for U = 5 t: m, d, v/t, F search/t, F Legendre/t")
for x in [0.0, 0.1, 0.2, 0.4, 0.6, 0.8, 0.9]:
    f1, dx, vx = levy(x, U, t)
    f2 = legendre(x, U, t)[0]
    print(f"  {x:.1f} {dx:.6f} {vx+0.0:.6f} {f1:.8f} {f2:.8f}")
far = -1000.0
print(f"m = 1, v = {far:.0f} t: E - v m = {ground_energy(far, U, t)-far:.6f} t")
print(f"m = 1, constrained search: F = {search_energy(1.0, 1.0, U, t):.6f} t")
print(f"All 40 test cases agree within 1e-10: {worst < 1e-10}")
print("OK")
```

Running it gives:

```
Inputs: t = 1.0, U = 5.0 t, m = 0.4
Occupations: n1 = 1.4, n2 = 0.6
Upper bounds from trial d:
  d = 0.40: 0.614359 t
  d = 0.42: 0.505318 t
  d = 0.45: 0.550858 t
  d = 0.50: 0.711146 t
  d = 0.58: 1.066970 t
Lower bounds from trial v:
  v = -3.0 t: 0.288611 t
  v = -4.0 t: 0.465614 t
  v = -4.5 t: 0.502265 t
  v = -5.0 t: 0.496190 t
  v = -6.0 t: 0.347157 t
Search bracket for d: 0.40 to 0.58
Minimizing d = 0.41902508
F by constrained search = 0.5052449720 t
F by Legendre transform = 0.5052449720 t
F by full six-state search = 0.505245 t
v from search = -4.68382903 t
v from Legendre = -4.68382903 t
Amplitudes a, b, c = 0.639932, 0.097532, 0.762217
Repulsion energy U d = 2.095125 t
Hopping energy = -1.589880 t
Cubic: s = 10.139761 t, w = 0.740728
Angle of lowest root = 2.339943 rad
Root k=0: E = 9.890408 t, E - v m = 11.763940 t
Root k=1: E = -1.368287 t, E - v m = 0.505245 t
Root k=2: E = 1.477878 t, E - v m = 3.351410 t
Table for U = 5 t: m, d, v/t, F search/t, F Legendre/t
  0.0 0.109566 0.000000 -0.70156212 -0.70156212
  0.1 0.153635 -2.145699 -0.58459115 -0.58459115
  0.2 0.235438 -3.319792 -0.30600171 -0.30600171
  0.4 0.419025 -4.683829 0.50524497 0.50524497
  0.6 0.609680 -5.781868 1.55118295 1.55118295
  0.8 0.803372 -7.286150 2.84238696 2.84238696
  0.9 0.901182 -8.910233 3.64051959 3.64051959
m = 1, v = -1000 t: E - v m = 4.997990 t
m = 1, constrained search: F = 5.000000 t
All 40 test cases agree within 1e-10: True
OK
```
